# Comment on ranking abrasive particles by zeta potential from electrophoretic mobility

**The argument under review**

The authors compare dilute samples of a positively charged oxide abrasive and reason as follows. A particle with a larger zeta potential $\zeta$ carries more charge. The field pulls harder on it, so it moves faster. Mobility therefore rises with $\zeta$, the faster batch has the larger $\zeta$, and each measured mobility gives one zeta potential through Smoluchowski's formula, mobility $=\varepsilon\zeta/\eta$.

That a larger $\zeta$ means more charge is sound at equal radius and salt. The step to "faster" assumes that the ion cloud keeps the shape it has without the field. But the cloud is a conductor, and a more highly charged particle has a more conducting cloud. The question is what the current in the cloud does to the driving forces at the particle surface, and whether mobility can still be inverted afterwards.

**Model and conventions**

Take one rigid, insulating sphere of radius $a$ with uniform $\zeta>0$ in a 1:1 electrolyte of bulk number density $n_\infty$ for each ion, under a weak steady field $E$ along $\theta=0$. Anions are the counter-ions (index $c$, $z_c=-1$), cations the co-ions (index $o$, $z_o=+1$). For $\zeta<0$ the roles are exchanged. The equilibrium potential obeys the mean-field Poisson–Boltzmann equation, and no ions move behind the slip plane. Define

$$y=\frac{e\psi}{kT},\quad y_0=\frac{e\zeta}{kT},\quad \kappa^2=\frac{2e^2n_\infty}{\varepsilon kT},\quad m_j=\frac{\varepsilon (kT)^2}{\eta e^2D_j},$$

with $D_j$ the ion diffusivity. The dimensionless mobility $M$ is the mobility divided by $\varepsilon kT/(\eta e)$, so Smoluchowski's formula reads $M=y_0$.

Write the field-induced change of each electrochemical potential as $\delta\mu_j=-z_jeE\Phi_j(r)\cos\theta$. In equilibrium $n_j=n_\infty e^{-z_jy}$ and $\nabla\mu_j=0$. To first order in $E$, steady ion conservation and Stokes flow are

$$\mathbf u\cdot\nabla n_j=\frac{D_j}{kT}\nabla\cdot(n_j\nabla\delta\mu_j),\qquad \eta\nabla^2\mathbf u=\nabla p'+\sum_jn_j\nabla\delta\mu_j .$$

The last sum is minus the electric force density plus the gradient of the osmotic pressure $kT\sum_jn_j$. To compensate for that gradient, $p'$ is the pressure minus the osmotic pressure. In the particle's frame, incompressible flow has the form $u_r=-(2h/r)E\cos\theta$, $u_\theta=(rh)'E\sin\theta/r$. Now measure lengths in $1/\kappa$, with $\rho=\kappa r$, $n_j$ in units of $n_\infty$, and $h=(\varepsilon kT/\eta e)H/\kappa$. Inserting these forms, and taking the curl of the Stokes equation to remove $p'$, gives

$$(\rho^2n_j\Phi_j')'=n_j(2\Phi_j-2m_j\rho y'H),\qquad \mathcal L\mathcal LH=-\frac{y'}{2\rho}\sum_jn_j\Phi_j,$$

where $\mathcal L=d^2/d\rho^2+(2/\rho)d/d\rho-2/\rho^2$. At the wall $H=H'=\Phi_j'=0$. Far away $\Phi_j\to\rho$ and $H\to M\rho/2$ with no constant term, because the particle and its cloud are together neutral and feel no net force. The particle's permittivity appears nowhere. These are the "full equations" below; they hold for any $\kappa a$. Their thin-layer limit shows the mechanism.

**Integrals over a thin double layer**

Let $\kappa a\gg1$ and let $x$ be the distance from the wall in Debye lengths. Then $y''=\sinh y$. Multiplying by $y'$ and integrating from infinity gives $y'^2=2(\cosh y-1)$, so $y'=-2\sinh(y/2)$. With $p=y/2$ this is $dx=-dp/\sinh p$. Put $v=e^{y_0/2}$.

The excess of counter-ions beyond $x$ is

$$Q_c=\int_x^\infty(e^y-1)dx'=\int_0^p\frac{e^{2p'}-1}{\sinh p'}dp'=\int_0^p2e^{p'}dp'=2(e^p-1).$$

The same steps give $Q_o=2(e^{-p}-1)$ for co-ions. Integrating once more,

$$I_c=\int_0^\infty Q_c\,dx=\int_0^{y_0/2}\frac{4e^p}{e^p+1}dp=4\ln\frac{1+v}{2},\qquad I_o=4\ln\frac{1+1/v}{2}.$$

Finally, with $s=e^p$,

$$\int_0^\infty Q_c^2dx=8\int_1^v\frac{s-1}{s+1}ds=8\left[v-1-2\ln\frac{1+v}{2}\right].$$

**From ion gradients to particle velocity**

Across the thin layer $\delta\mu_j$ and $p'$ are constant to leading order. Just outside, the pressure gradient balances $n_\infty\sum_j\nabla_s\delta\mu_j$, where $\nabla_s$ is the gradient along the surface. Inside, only the excess ions drive flow:

$$\eta\kappa^2\frac{d^2u}{dx^2}=n_\infty\sum_j(e^{-z_jy}-1)\nabla_s\delta\mu_j .$$

Integrate twice, with $du/dx=0$ at the outer edge and $u=0$ at the wall:

$$u(x)=-\frac{n_\infty}{\eta\kappa^2}\sum_j\nabla_s\delta\mu_j\int_0^xQ_jdx' .$$

From here on $\Phi_j$ and $r$ are in units of $a$. Then $\nabla_s\delta\mu_j$ has $\theta$-component $z_jeE\Phi_j\sin\theta$. Since $n_\infty/\kappa^2=\varepsilon kT/2e^2$, the slip velocity at the outer edge is

$$u_\theta=\frac{\varepsilon kT}{2\eta e}E(\Phi_cI_c-\Phi_oI_o)\sin\theta .$$

The force-free flow outside a sphere moving at speed $U$ is a dipole. In the laboratory frame it is $u_r=2B\cos\theta/r^3$, $u_\theta=B\sin\theta/r^3$. In the particle's frame, $u_r=0$ at $r=1$ requires $B=U/2$, and then $u_\theta=(B+U)\sin\theta=\tfrac32U\sin\theta$. So $U$ is two thirds of the slip amplitude, and

$$M=\tfrac13(\Phi_cI_c-\Phi_oI_o).$$

If neither ion species is disturbed by surface currents, both potentials take the insulating-sphere value $\Phi=3/2$. Then $M=\tfrac12(I_c-I_o)=2\ln v=y_0$, which is Smoluchowski's result. The authors' argument is correct up to this point and depends on $\Phi_c=3/2$.

**The missing step: counter-ion current in the layer**

The excess counter-ions carry a flux along the surface. Conduction contributes

$$-\frac{n_\infty D}{\kappa kT}\,2(v-1)\nabla_s\delta\mu_c,$$

where $D=D_c$ and, below, $m=m_c$. Flow carries ions too. Integration by parts turns $\int(e^y-1)\left(\int_0^xQ_c\right)dx$ into $\int Q_c^2dx$. With $n_\infty/(\eta\kappa^2)=mD/(2kT)$ the convective part is

$$-\frac{n_\infty D}{\kappa kT}\,4m(v-1)\nabla_s\delta\mu_c .$$

I have dropped the logarithm in $\int Q_c^2dx$, and the flow driven by $\nabla_s\delta\mu_o$, which is also only logarithmic in $v$. Both give corrections of order $\ln v/\kappa a$, whereas $v/\kappa a$ is kept.

What flows along the surface must be supplied from the bulk. The supply is $(n_\infty D/kT)\,\partial_r\delta\mu_c$, and $\nabla_s^2\cos\theta=-2\cos\theta/a^2$, so at $r=1$

$$\Phi_c'=2\delta\,\Phi_c,\qquad \delta=\frac{2(1+2m)(v-1)}{\kappa a}.$$

Outside the layer $\delta\mu_c$ is harmonic, $\Phi_c=r+C/r^2$. The condition becomes $1-2C=2\delta(1+C)$, hence $C=(1-2\delta)/[2(1+\delta)]$ and

$$\Phi_c(1)=1+C=\frac{3}{2(1+\delta)} .$$

Co-ions are expelled from the layer and have no exponentially large excess, so $\Phi_o=3/2$ at this order. Therefore

$$M=2\left[\frac{\ln\frac{1+v}{2}}{1+\delta}-\ln\frac{1+1/v}{2}\right].$$

The ratio $\delta$ compares surface transport with bulk transport. It grows as $e^{y_0/2}$, while the counter-ion drive $I_c$ grows only linearly in $y_0$. The surface current wins in the end.

**One maximum, two zeta potentials**

Let $\alpha=2(1+2m)/\kappa a$, so $\delta=\alpha(v-1)$, and $\Lambda=\ln[(1+v)/2]$. Differentiating,

$$\frac12\frac{dM}{dv}=\frac{1}{(1+v)(1+\delta)}-\frac{\alpha\Lambda}{(1+\delta)^2}+\frac1{v(1+v)} .$$

Multiplication by $(1+\delta)^2$ gives $R-\alpha\Lambda$, with

$$R=\frac{1+\delta}{1+v}\left[1+\frac{1+\delta}{v}\right].$$

The first factor has derivative $(2\alpha-1)/(1+v)^2$, negative for $\alpha<1/2$. The bracket equals $1+\alpha+(1-\alpha)/v$, which also falls. So $R$ falls from 1 at $v=1$ to $\alpha(1+\alpha)$, while $\alpha\Lambda$ rises from zero without bound. They cross once: within this formula, for $\alpha<1/2$, the mobility has one maximum.

Beyond it, $M$ falls towards $2\ln2$, because $\Lambda/(1+\delta)\to0$. Every $M$ between $2\ln2$ and the maximum thus belongs to two zeta potentials, one on each branch. A positive $M$ at or below $2\ln2$ belongs to one.

For very large $\kappa a$ the maximum lies at large $v$, where $R\approx(1+\alpha v)/v$ and $\Lambda\approx\ln(v/2)$. The condition becomes $\alpha v[\ln(v/2)-1]=1$. The maximum therefore moves to higher $\zeta$ roughly as the logarithm of $\kappa a$. At any fixed $\zeta$, $\delta\to0$ as $\kappa a\to\infty$, and the authors' reading is recovered.

**What slows the particle**

Outside the layer the liquid is neutral, so both ions share one density change $\delta n$, and $\delta\mu_j=kT\delta n/n_\infty+z_je\,\delta\psi$. Adding the two potentials gives

$$\frac{\delta n}{n_\infty}=-\frac{eEa}{kT}\,\frac{\Phi_o-\Phi_c}{2}\cos\theta .$$

Since $\Phi_c<\Phi_o$, salt is depleted in front of the moving particle and enriched behind it. Separating the mean and the difference of $\Phi_o$ and $\Phi_c$ in $M$, with $I_c-I_o=2y_0$ and $I_c+I_o=8\ln\cosh(y_0/4)$, gives

$$M=\frac{y_0}{2}\left(1+\frac1{1+\delta}\right)-\frac{2\delta}{1+\delta}\ln\cosh\frac{y_0}{4}.$$

The first term is electro-osmosis in a tangential field that has been weakened, at most by half. The second is flow driven by the salt gradient, and it opposes the motion. At large $\delta$ and $y_0$ the two are $y_0/2$ and $-(y_0/2-2\ln2)$, which leaves the plateau.

**Numbers for an abrasive particle**

Take $a=150$ nm, 1 mM salt, 298.15 K, relative permittivity 78.5, viscosity 0.89 mPa s and both ion diffusivities $2.0\times10^{-5}$ cm²/s. These are rough, typical values. They give a Debye length of 9.62 nm, $\kappa a=15.59$, $m=0.258$ and $\alpha=0.194$. The mobility unit is $2.006\times10^{-4}$ cm²/Vs. Mobilities below are in $10^{-4}$ cm²/Vs and, unless stated otherwise, come from the full equations at fixed radius and salt.

| $\zeta$ (mV) | full | thin formula | ion gradients undisturbed |
|---|---|---|---|
| 50 | 3.18 | 3.32 | 3.43 |
| 100 | 5.00 | 4.81 | 6.96 |
| 150 | 5.01 | 4.65 | 10.63 |
| 200 | 4.33 | 3.95 | 14.40 |

The maximum is 5.18, at 124 mV. Doubling $\zeta$ from 100 to 200 mV makes the particle 13% slower. The last column solves the same flow problem with both $\Phi_j$ held at their insulating-sphere form. It rises throughout the scan from 25 to 225 mV, so the maximum is due to the disturbance of the ion gradients.

A particle with $\zeta=80$ mV has mobility 4.50. So does one with $\zeta=188$ mV. For the first, $y_0=80/25.69=3.11$, $v=4.74$ and $\delta=0.194\times3.74=0.73$; for the second, $\delta=7.3$. In the thin-layer split, electro-osmosis and salt-gradient flow contribute $4.93-0.47$ at the lower root and $8.21-4.09$ at the upper. The rise in electro-osmotic drive is offset by a similar rise in the opposing flow. The two sums, 4.5 and 4.1, are not exactly equal because the thin-layer formula is approximate at this $\kappa a$. Smoluchowski's formula turns the shared mobility into $(4.504/2.006)\times25.69=57.7$ mV, which is neither root.

The thin formula is only a guide at this $\kappa a$. It puts the maximum at 116 mV and 4.89, about 6% below the full height. Its error shrinks as it should: with $\zeta$ chosen so that $\delta=1$, it differs from the full result by 0.9%, 0.11% and 0.013% at $\kappa a=100$, 1000 and 10 000. At low $\zeta$ the full solution gives $M/y_0=0.874$, in agreement with Henry's function for a finite double layer, a correction the thin formula leaves out.

The full scan, in 25 mV steps, shows a single turn and ends at 4.03 for 225 mV. Mobilities from 4.03 to 5.18 therefore have two zeta potentials within the scanned range. For lower mobilities a second root, if present, lies above 225 mV. At this $\kappa a$ the full curve flattens near 3.3 (3.50 at 300 mV, 3.31 at 400 mV), above the thin-layer plateau $2\ln2$, which corresponds to 2.78.

**Separating the two roots**

The two states are physically different. Their surface charges are 0.87 and 7.2 µC/cm², a factor of about eight. They also disturb the surrounding current differently. For equal diffusivities the far current follows $(\Phi_o+\Phi_c)/2$, whose $1/r^2$ coefficient is $+0.50$ for an uncharged insulator. It is $+0.24$ at the lower root and $-0.27$ at the upper. The sign change means that the lower-root particle still acts as an obstacle to current, whereas the upper-root particle conducts better than the liquid it displaces. Within this model, a measurement sensitive to this dipole can select the root. The coefficient passes through zero at 120 mV, slightly before the mobility maximum, so its sign does not mark the branch exactly. On a real surface, conduction by ions behind the slip plane lowers it further: if that layer conducts 0.8 times as much as the diffuse layer does without flow, a mobility of 4.50 is reached on the rising branch at 106 mV with a coefficient of $-0.02$ (at 0.9 times, the maximum itself falls below 4.50). A negative sign alone therefore does not prove the upper root. A charge titration is less direct: it also counts surface charge balanced by ions bound behind the slip plane, so a large titrated charge does not exclude the lower root. A small one speaks against the upper root only if no specifically adsorbed cations or cationic additives supply charge that the titration misses.

A slightly different particle size is a poor discriminator. At fixed $\zeta$ and salt, a radius 20% smaller lowers the mobility by 4.0% at both roots, and one 20% larger raises it by 3.3% and 4.3%. A much larger particle does better: as the radius grows at fixed $\zeta$ and salt, $\delta\to0$ and the two mobilities separate towards their different Smoluchowski values. This test requires that both sizes have the same $\zeta$.

**Bearing on real slurries**

Zeta potentials of tens of millivolts are the ordinary range for oxide abrasives in water. The upper root of 188 mV is far above it, and the model does not say that an oxide surface can reach it. Surface chemistry may well exclude that root, but this is a separate argument, which the authors would have to supply. On real surfaces ions may also move behind the slip plane, in the Stern layer, which the model excludes. If this layer conducts half as much as the diffuse layer does without flow, the mobility at fixed $\zeta$ drops by 6% at the lower root and 7% at the upper, and the maximum moves to 121 mV and 4.74. At the upper root the counter-ion concentration at the wall is 1.5 M, about 19% of the concentration of touching ions on a simple cubic lattice, for an ion diameter of 0.6 nm (a rough size). Mean-field theory is strained there, although a lattice-gas correction for ions of this size raises the mobility there by only about 1%, moves the upper root from 188 to about 192 mV and leaves the maximum at 124 mV; ion correlations and dielectric saturation are not included. Co-ions five times faster, roughly the case of protons, change the upper-root mobility by 1.3%. At a particle volume fraction of 0.001, counter-ions released by upper-root particles amount to 1.5% of the salt. At 10 V/cm, $eEa/kT=0.006$, so the weak-field assumption is safe. Concentrated slurries, aggregates and faceted grains are outside the model.

**Requested changes**

The ranking of batches by mobility should be restricted to samples shown to lie on the rising branch, at equal radius and salt. The zeta potentials should be recomputed with the disturbance of the ion gradients (called relaxation) included, and where two roots exist both should be reported, with the evidence used to reject one. Equal mobility should not be taken as equal surface charge. The numerical output below gives the remaining values.

## Computed values

```
temperature 298.15 K, thermal voltage 25.69 mV
relative permittivity 78.5, viscosity 0.89 mPa s
radius 150 nm, salt 1.0 mM, ion diffusivity 2.0e-05 cm2/s
Debye length 9.62 nm, ka = 15.59
ion drag m = 0.2578, alpha = 0.1944
mobility unit eps kT/(eta e) = 2.006 e-4 cm2/Vs
Henry factor at this ka 0.8740, full solver 0.8740
thin-layer limit at delta = 1 (M dimensionless):
 ka 100, y0 7.05: full 4.2279, formula 4.1903, rel. diff. 9.0e-03
 ka 1000, y0 11.60: full 6.4994, formula 6.4920, rel. diff. 1.1e-03
 ka 10000, y0 16.20: full 8.7957, formula 8.7946, rel. diff. 1.3e-04
ka 1000: doubling counter-ion drag changes M by -0.7455, co-ion drag by -0.0036
mobility in 1e-4 cm2/Vs: full | thin formula | relaxation off
 zeta  25 mV: 1.678 | 1.834 | 1.709
 zeta  50 mV: 3.181 | 3.321 | 3.432
 zeta  75 mV: 4.330 | 4.326 | 5.182
 zeta 100 mV: 4.996 | 4.814 | 6.964
 zeta 125 mV: 5.179 | 4.868 | 8.780
 zeta 150 mV: 5.014 | 4.646 | 10.627
 zeta 175 mV: 4.685 | 4.304 | 12.501
 zeta 200 mV: 4.332 | 3.951 | 14.396
 zeta 225 mV: 4.027 | 3.642 | 16.308
maximum, full: zeta 123.5 mV, mobility 5.179 e-4 cm2/Vs
maximum, thin formula: zeta 115.8 mV, mobility 4.889 e-4 cm2/Vs
thin-layer plateau 2 ln 2: 2.782 e-4 cm2/Vs
shared mobility 4.504 e-4 cm2/Vs: zeta 80.0 mV and 187.6 mV
Smoluchowski reading of that mobility 57.7 mV
low root: surface charge 0.87 uC/cm2, delta 0.728, current dipole 0.237
 counter-ion gradient factor: full 0.672, thin 0.579; thin field factor 0.789
 thin split: electro-osmotic 4.932, diffusio-osmotic -0.467 e-4 cm2/Vs
high root: surface charge 7.19 uC/cm2, delta 7.292, current dipole -0.266
 counter-ion gradient factor: full 0.135, thin 0.121; thin field factor 0.560
 thin split: electro-osmotic 8.209, diffusio-osmotic -4.087 e-4 cm2/Vs
current dipole of an uncharged insulator: 0.500
Stern conduction at half the diffuse-layer conduction: maximum at 120.7 mV, 4.743 e-4 cm2/Vs
 same Stern conduction, low root: mobility -5.9 %
 same Stern conduction, high root: mobility -7.1 %
wall counter-ions at high root 1.483 M, 19.3 % of packing for 0.6 nm ions
co-ions five times faster, high root: mobility +1.26 %
radius x 0.8: mobility low root -4.0 %, high root -4.0 %
radius x 1.2: mobility low root +3.3 %, high root +4.3 %
released counter-ions / salt at volume fraction 0.001: 1.49 %
field 10 V/cm: e E a/kT = 0.0058
```
